# The Pauli potential of two fermions in a harmonic well

## Problem

Two non-interacting spinless fermions of mass 1 occupy the two lowest orbitals \(\phi_0,\phi_1\) of the one-dimensional well \(v(x)=\tfrac12\omega^2x^2\). Hartree atomic units are used. The orbitals are real and normalized, and the density \(n=\phi_0^2+\phi_1^2\) integrates to 2. Write them with one amplitude and one angle,

\[
\phi_0=\sqrt n\,\cos\theta,\qquad \phi_1=\sqrt n\,\sin\theta .
\]

The kinetic energy density is taken in its positive form, and the von Weizsäcker part is subtracted from it:

\[
\tau=\tfrac12\left(\phi_0'^2+\phi_1'^2\right),\qquad
\tau_W=\frac{n'^2}{8n},\qquad \tau_P=\tau-\tau_W .
\]

A prime is a derivative with respect to \(x\). The integrals of \(\tau,\tau_W,\tau_P\) are \(T_s,T_W,T_P\). The energy \(T_W\) is what two bosons sharing the orbital \(\sqrt{n/2}\) would have, so \(T_P\) is the kinetic cost of the Pauli principle at fixed density. Its functional derivative \(v_P=\delta T_P/\delta n\) is the Pauli potential.

(a) Estimate \(T_P\) and the size of \(v_P\) by scaling.

(b) Express \(\tau_P\) through \(n\) and \(\theta'\), and evaluate it for the well.

(c) Find \(v_P(x)\) analytically, with the additive constant chosen so that \(v_P\to0\) at infinity.

(d) Find \(T_P\) in closed form.

(e) For \(\omega=0.5\) hartree, describe the potential \(v+v_P\) and compare the exact results with the estimate.

## (a) Estimate by scaling

With \(\hbar=m=1\), the well contains one parameter. It sets the length \(\omega^{-1/2}\) and the energy \(\omega\). Therefore \(T_P=C\omega\) and \(v_P(x)=\omega f(\sqrt\omega\,x)\), with a number \(C\) and a function \(f\) still to be found.

To estimate \(C\), replace the density by a uniform one of the same mean square width. In a harmonic well half of each orbital energy is potential energy, so \(\tfrac12\omega^2\langle x^2\rangle_i=\tfrac12\varepsilon_i\). With \(\varepsilon_0=\omega/2\) and \(\varepsilon_1=3\omega/2\), the mean of \(x^2\) per particle is

\[
\frac12\,\frac{\varepsilon_0+\varepsilon_1}{\omega^2}=\frac1\omega .
\]

A uniform density on a length \(L\) has mean square width \(L^2/12\), hence \(L^2=12/\omega\).

Next, \(\phi_0\) has no node, while \(\phi_1\) has one and dominates far out on both sides. Their ratio \(\tan\theta\) therefore runs from \(-\infty\) to \(\infty\), and \(\theta\) grows by \(\pi\) across the system. Spread evenly, this gives \(\theta'=\pi/L\). At constant amplitude, the orbitals change through the angle alone. Since \((\cos\theta)'^2+(\sin\theta)'^2=\theta'^2\), the kinetic energy per particle is \(\theta'^2/2\), and for two particles

\[
T_P\approx 2\cdot\frac{\pi^2}{2L^2}=\frac{\pi^2}{12}\,\omega\approx0.82\,\omega .
\]

For the potential, one must know how this energy responds to a change of density. With \(n=2/L\), the even spread reads \(\theta'=\pi n/2\). Used locally, this gives \(\tau_P\approx n\theta'^2/2=\pi^2n^3/8\), whose derivative with respect to \(n\) is

\[
v_P\approx\frac{3\pi^2n^2}{8}=\frac{3\pi^2}{2L^2}=\frac{\pi^2}{8}\,\omega\approx1.2\,\omega .
\]

This is three times the energy per particle \(\tau_P/n\), because the rule makes \(\theta'\) proportional to \(n\) at every point. That proportionality is an assumption of the estimate, not a property of the exact orbitals: for them, a narrow attractive bump at the centre raises \(n\) and lowers \(\theta'\) there. The numbers \(0.82\) and \(1.2\) are estimates, not bounds.

## (b) The Pauli kinetic energy density

Let \(r=\sqrt n\). Since \(\phi_0\) has no zero, \(n>0\) everywhere and \(\theta\) is smooth. The product rule gives

\[
\phi_0'=r'\cos\theta-r\theta'\sin\theta,\qquad
\phi_1'=r'\sin\theta+r\theta'\cos\theta .
\]

On squaring, the cross terms are \(-2rr'\theta'\sin\theta\cos\theta\) and \(+2rr'\theta'\sin\theta\cos\theta\). They cancel in the sum, and \(\cos^2\theta+\sin^2\theta=1\) leaves

\[
\phi_0'^2+\phi_1'^2=r'^2+r^2\theta'^2 .
\]

Because \(r'=n'/(2\sqrt n)\), half of the first term is \(n'^2/(8n)=\tau_W\). The rest is

\[
\boxed{\tau_P=\tfrac12\,n\,\theta'^2}
\]

This holds for any two real orbitals wherever \(n>0\); the harmonic form of the well has not been used. It shows that \(\tau_P\ge0\): amplitude changes cost von Weizsäcker energy, and rotation between the two orbitals costs Pauli energy.

The harmonic orbitals are

\[
\phi_0=\left(\frac\omega\pi\right)^{1/4}e^{-\omega x^2/2},\qquad
\phi_1=\sqrt{2\omega}\,x\,\phi_0 .
\]

The factor \(\sqrt{2\omega}\) normalizes \(\phi_1\), since \(\langle x^2\rangle_0=\varepsilon_0/\omega^2=1/(2\omega)\). Thus

\[
\tan\theta=\frac{\phi_1}{\phi_0}=\sqrt{2\omega}\,x .
\]

With \(t=1+2\omega x^2=1+\tan^2\theta\), it follows that \(\cos^2\theta=1/t\). Differentiating \(\tan\theta\) gives \(\theta'/\cos^2\theta=\sqrt{2\omega}\), so

\[
\theta'=\frac{\sqrt{2\omega}}{t},\qquad
n=\frac{\phi_0^2}{\cos^2\theta}=\sqrt{\frac\omega\pi}\;t\,e^{-\omega x^2},\qquad
\tau_P=\frac{n\,\omega}{(1+2\omega x^2)^2}.
\]

## (c) The Pauli potential

It is tempting to read \(v_P=\theta'^2/2\) from \(T_P=\int\tfrac12n\theta'^2dx\). That would hold \(\theta\) fixed while \(n\) varies, but the angle has to follow the density, so that the orbitals stay normalized and orthogonal and remain the pair of lowest kinetic energy. Of these conditions, only normalization is needed for the first-order energy change below. The full first-order change is

\[
\delta T_P=\int\tfrac12\theta'^2\,\delta n\,dx+\int n\theta'\,\delta\theta'\,dx .
\]

Integrate the second term by parts. The boundary term vanishes because \(n\theta'\to0\) at infinity, which leaves \(-\int(n\theta')'\,\delta\theta\,dx\).

To find \((n\theta')'\), insert the derivatives from (b) to get \(\phi_0\phi_1'-\phi_1\phi_0'=r^2\theta'=n\theta'\). Differentiate once more, and use the orbital equations in the form \(\phi_i''=2(v-\varepsilon_i)\phi_i\). The potential drops out:

\[
(n\theta')'=\phi_0\phi_1''-\phi_1\phi_0''
=2(\varepsilon_0-\varepsilon_1)\phi_0\phi_1
=-(\varepsilon_1-\varepsilon_0)\,n\sin2\theta .
\]

The last step uses \(2\phi_0\phi_1=2n\sin\theta\cos\theta=n\sin2\theta\). The second term of \(\delta T_P\) is therefore \((\varepsilon_1-\varepsilon_0)\int n\sin2\theta\,\delta\theta\,dx\).

The normalization of \(\phi_0\) is \(\int n\cos^2\theta\,dx=1\), before and after the change. Its first-order variation must vanish:

\[
\int\cos^2\theta\,\delta n\,dx-\int n\sin2\theta\,\delta\theta\,dx=0 .
\]

This replaces the unknown \(\delta\theta\) by \(\delta n\), and

\[
\delta T_P=\int\left[\tfrac12\theta'^2+(\varepsilon_1-\varepsilon_0)\cos^2\theta\right]\delta n\,dx .
\]

Since \(\int\delta n\,dx=0\) at fixed particle number, a constant could be added to the bracket. For the harmonic well, both terms already vanish at infinity, so the required constant is zero. With \(\varepsilon_1-\varepsilon_0=\omega\),

\[
v_P=\frac{\omega}{(1+2\omega x^2)^2}+\frac{\omega}{1+2\omega x^2},
\]

or, over a common denominator,

\[
\boxed{v_P(x)=\frac{2\omega(1+\omega x^2)}{(1+2\omega x^2)^2}}
\]

The first term is \(\tau_P/n\). The second is the response of the angle, and it is weighted by the gap between the levels. At the centre the two are equal and \(v_P(0)=2\omega\). Far out, the first falls as \(1/(4\omega x^4)\) and the second as \(1/(2x^2)\). In this well the leading tail is thus \(1/(2x^2)\), whatever the value of \(\omega\).

**The equation for \(\sqrt n\).** The orbital equations also show what \(v_P\) does. Differentiating the expressions in (b) once more gives

\[
\phi_0''=(r''-r\theta'^2)\cos\theta-(2r'\theta'+r\theta'')\sin\theta,
\]
\[
\phi_1''=(r''-r\theta'^2)\sin\theta+(2r'\theta'+r\theta'')\cos\theta .
\]

Multiply the equation \(-\tfrac12\phi_i''+v\phi_i=\varepsilon_i\phi_i\) by \(\cos\theta\) for \(i=0\) and by \(\sin\theta\) for \(i=1\), and add. The terms with \(2r'\theta'+r\theta''\) cancel, so

\[
-\tfrac12r''+\tfrac12\theta'^2r+vr=\left(\varepsilon_0\cos^2\theta+\varepsilon_1\sin^2\theta\right)r .
\]

The right-hand bracket equals \(\varepsilon_1-(\varepsilon_1-\varepsilon_0)\cos^2\theta\). Moving its second part to the left gives

\[
\left[-\tfrac12\frac{d^2}{dx^2}+v+v_P\right]\sqrt n=\varepsilon_1\sqrt n .
\]

So \(\sqrt n\) obeys a one-particle equation whose eigenvalue is the highest occupied level. As \(\sqrt n\) has no node, it is the ground state in \(v+v_P\). Two bosons in that potential have the density of the two fermions in \(v\).

The general form \(\tfrac12\theta'^2+(\varepsilon_1-\varepsilon_0)\cos^2\theta\) applies to the two lowest bound orbitals of other one-dimensional wells too, with the constant fixed by the eigenvalue \(\varepsilon_1\). The numerical check includes an asymmetric anharmonic well, where \(\varepsilon_1=1.083551\) hartree and the lowest level in \(v+v_P\) agrees to all printed digits. With three or more occupied orbitals, one angle no longer suffices. For interacting particles, \(v\) must be replaced by an effective one-particle potential.

## (d) The Pauli energy

Insert \(\tau_P\) from (b). One factor \(1+2\omega x^2\) cancels against the density. With \(y=\sqrt\omega\,x\),

\[
T_P=\frac{\omega}{\sqrt\pi}\int_{-\infty}^{\infty}\frac{e^{-y^2}}{1+2y^2}\,dy .
\]

Write the denominator as \(1/(1+2y^2)=\int_0^\infty e^{-s(1+2y^2)}ds\). The integral over \(y\) is then Gaussian and equals \(\sqrt{\pi/(1+2s)}\), which leaves

\[
T_P=\omega\int_0^\infty\frac{e^{-s}}{\sqrt{1+2s}}\,ds .
\]

Now set \(q=\sqrt{1+2s}\), so that \(s=(q^2-1)/2\) and \(ds=q\,dq\). The factor \(q\) cancels the root:

\[
T_P=\omega\,e^{1/2}\int_1^\infty e^{-q^2/2}\,dq .
\]

With \(q=\sqrt2\,p\) and \(\int_a^\infty e^{-p^2}dp=\tfrac{\sqrt\pi}{2}\,\mathrm{erfc}(a)\),

\[
\boxed{T_P=\omega\sqrt{\frac\pi2}\;e^{1/2}\,\mathrm{erfc}\!\left(\frac1{\sqrt2}\right)\approx0.6557\,\omega}
\]

The total kinetic energy is half the total energy, \(T_s=\tfrac12(\varepsilon_0+\varepsilon_1)=\omega\). About 66% of it is therefore Pauli energy.

## (e) The case \(\omega=0.5\) hartree

Here \(2\omega=1\) in atomic units, so \(t=1+x^2\) with \(x\) in bohr. At \(x=1\), for instance, \(t=2\) and

\[
v_P=\frac{0.5}{4}+\frac{0.5}{2}=0.125+0.250=0.375\ \text{hartree}.
\]

The density there is 0.4839 per bohr, so \(\tau_P=0.4839\times0.125=0.0605\) hartree per bohr. Other points follow in the same way:

| \(x\) (bohr) | \(\theta'^2/2\) (hartree) | \(v_P\) (hartree) | \(v+v_P\) (hartree) |
|---|---|---|---|
| 0 | 0.500 | 1.000 | 1.000 |
| 1 | 0.125 | 0.375 | 0.500 |
| 2 | 0.020 | 0.120 | 0.620 |
| 3 | 0.005 | 0.055 | 1.180 |

The integrated energies are \(T_s=0.5000\), \(T_W=0.1722\) and \(T_P=0.3278\) hartree. In other units, \(T_P=8.921\) eV and \(v_P(0)=27.21\) eV.

**A double well.** The Pauli potential raises the centre and turns the single well into a double one. In terms of \(t\),

\[
v+v_P=\omega\left[\frac{t-1}{4}+\frac1{t^2}+\frac1t\right].
\]

Setting the derivative with respect to \(t\) to zero gives \(\tfrac14-2/t^3-1/t^2=0\), or \(t^3=4t+8\). The positive root is \(t=2.649\), hence \(x=\pm\sqrt{1.649}=\pm1.284\) bohr, where \(v+v_P=0.466\) hartree. At \(t=1\) the derivative is negative, so the centre is a local maximum.

The density peaks lie elsewhere. From \(n\propto t\,e^{-\omega x^2}\), the condition \(n'/n=4\omega x/t-2\omega x=0\) with \(x\neq0\) gives \(t=2\), or \(x=\pm1\) bohr. A density peak requires \(r'=0\), which does not make the slope of the potential vanish.

At the centre, the potential of 1.000 hartree exceeds the level \(\varepsilon_1=0.750\) hartree. The equation for \(\sqrt n\) then gives \(r''=2(v+v_P-\varepsilon_1)r>0\), and the density has a local minimum there. In the bosonic picture, the barrier \(v_P\) produces this dip. The node of \(\phi_1\) alone does not guarantee one: the condition is \(v+v_P>\varepsilon_1\) at the centre, and in the well \(-1/\sqrt{1+x^2}\) it fails, so that the density has a maximum there.

**Is the second term needed?** Add a weak bump \(\lambda e^{-(x-0.3)^2}\) to the well, with \(x\) in bohr, and solve for the orbitals again. The recomputed \(T_s-T_W\) changes at the rate \(dT_P/d\lambda=-0.1973\). The integral \(\int v_P\,(dn/d\lambda)\,dx\) gives the same \(-0.1973\), whereas \(\theta'^2/2\) alone gives \(-0.1006\), about half of the true response.

**A check by scaling.** Compress the density to \(n_\lambda(x)=\lambda n(\lambda x)\), where \(\lambda\) is now a scale factor. Every pair of orbitals for \(n\) becomes a pair for \(n_\lambda\) with kinetic energy multiplied by \(\lambda^2\), and \(T_W\) scales alike. So \(T_P[n_\lambda]=\lambda^2T_P[n]\). At \(\lambda=1\), the density changes at the rate \(n+xn'=(xn)'\), and therefore

\[
2T_P=\int v_P\,(xn)'\,dx=-\int n\,x\,v_P'\,dx .
\]

The right-hand side evaluates to 0.6557 hartree, which is twice 0.3278 hartree. An additive constant in \(v_P\) has no influence on this check.

## Comparison with the estimate

The dependence on \(\omega\) was right by dimensional analysis; the numbers rest on the uniform density.

- **Energy.** The estimate is \(0.822\times0.5=0.411\) hartree and the exact value is 0.328 hartree. The estimate is 25% too high, relative to the exact value.
- **Potential.** The estimate is a single height, \(1.23\times0.5=0.62\) hartree. The exact potential falls from 1.00 hartree at the centre to 0.375 hartree at the density peaks. Its average per particle is \(0.8278/2=0.414\) hartree.
- **Potential against energy.** The estimate makes \(\int n v_P\,dx\) equal to \(3T_P\). The exact ratio is \(0.8278/0.3278=2.53\).

The local rule \(\theta'=\pi n/2\) also fails in shape. With the exact densities 0.3989 and 0.4839 per bohr, it predicts \(\theta'=0.63\) at the centre and \(0.76\) at \(x=1\), in radians per bohr. The exact values are \(1/t=1\) and \(0.5\). The angle turns fastest where the density has its dip, not where the density is greatest. Far out, the rule would make \(v_P\) decay like \(n^2\), as a Gaussian times a polynomial, while the exact potential keeps the slow tail \(1/(2x^2)\). For this well, scaling with a uniform density thus gives the size of the Pauli energy, but the shape of the Pauli potential requires the orbitals. Even the size can be missed when the density is far from uniform: in the double well \(0.02(x^2-9)^2\) (atomic units), the same estimate is more than twenty times too high.

## Calculated quantities

```
omega = 0.5000 hartree
eps0, eps1 = 0.250000, 0.750000 hartree
Densities: x [bohr], n [1/bohr], tau, tau_W, tau_P [hartree/bohr]
 0.0  0.398942  0.199471  0.000000  0.199471
 0.5  0.440082  0.145777  0.004951  0.140826
 1.0  0.483941  0.060493  0.000000  0.060493
 2.0  0.269955  0.053991  0.048592  0.005399
 3.0  0.044318  0.032131  0.031909  0.000222
Potential: x [bohr], theta [degree], then in hartree:
theta'^2/2, omega cos^2 theta, v_P, v + v_P
 0.0    0.000  0.500000  0.500000  1.000000  1.000000
 0.5   26.565  0.320000  0.400000  0.720000  0.751250
 1.0   45.000  0.125000  0.250000  0.375000  0.500000
 2.0   63.435  0.020000  0.100000  0.120000  0.620000
 3.0   71.565  0.005000  0.050000  0.055000  1.180000
T_s = 0.500000 hartree
T_W = 0.172160 hartree
T_P from orbitals = 0.327840 hartree = 8.9210 eV
T_P closed form = 0.327840 hartree
T_P / omega = 0.655680 (no unit)
v_P(0) = 1.000000 hartree = 27.2114 eV
integral of n v_P = 0.827840 hartree
-integral of n x v_P' = 0.655680 hartree
limit of x^2 v_P = 0.5000 hartree bohr^2
density peak at x = 1.00000 bohr
t = 1 + 2 omega x^2 at the minimum = 2.64944 (no unit)
minimum of v + v_P at x = 1.28430 bohr
v + v_P at the minimum = 0.466129 hartree
lowest level in v + v_P = 0.750000 hartree
Response to bump strength * exp(-(x-0.3)^2), x in bohr:
bump strengths used = +/- 0.0010 hartree
dT_P/dstrength, recomputed = -0.197288 (no unit)
same from v_P = -0.197288 (no unit)
same from theta'^2/2 alone = -0.100595 (no unit)
Well 0.1x + 0.125x^2 + 0.03x^3 + 0.05x^4 (atomic units):
eps0, eps1 = 0.314315, 1.083551 hartree
lowest level in v + v_P = 1.083551 hartree
```
